Step repulsion and the contact exponent of terrace-width distributions

When a step repulsion is to be extracted from a histogram of terrace widths, or a repulsion chosen so that a simulated surface has a wanted spread of widths, one must decide how the shape of the histogram is converted into an interaction strength. The conversion rests on one exponent, r, which says how fast the probability of a narrow terrace vanishes. The relation between r and the repulsion is derived here, together with the accuracy, at two repulsion strengths, of one way of reading r from the variance.

Take N steps on a vicinal surface. They run on average along y, and step j has position x_j(y). The surface is periodic across the steps with length L = Nℓ, where ℓ is the mean terrace width. Steps may not cross, and their slopes dx_j/dy are small, so the cost of bending is quadratic with stiffness β, in J/m. Two steps a distance x apart repel with energy A/x² per unit length along y, so A is in J·m. All pairs interact. Apart from the constant energy of straight isolated steps, a configuration has energy

E = ∫ dy [ Σ_j (β/2)(dx_j/dy)² + Σ_{i<j} V(x_i − x_j) ].

On the periodic surface V includes all images of the partner step, V(x) = A Σ_n 1/(x + nL)². The repulsion of a step from its own images is a constant, π²A/(6L²) per step, which is also left out and vanishes for many steps. The product formula for the sine says that sin(πx/L) has a simple zero at every x = −nL. Taking −d²/dx² of its logarithm turns each zero into 1/(x + nL)², and therefore

V(x) = A (π/L)² / sin²(πx/L).

In equilibrium each configuration has weight exp(−E/k_BT). Cut the y axis into slices of thickness δy. In one slice a step moves by Δx with weight exp[−β(Δx)²/(2k_BT δy)], a Gaussian of variance k_BT δy/β. Averaging a smooth function f over this jump gives f + (k_BT δy/2β) ∂²f to first order in δy, and the interaction multiplies it by 1 − V δy/k_BT. Up to a constant factor, one slice thus acts as exp(−δy H/k_BT), with

H = −[(k_BT)²/(2β)] Σ_j ∂_j² + Σ_{i<j} V(x_i − x_j).

This is the Hamiltonian of particles on a line. The coordinate y plays the part of imaginary time and k_BT that of ħ. Many slices in succession project any starting arrangement onto the ground state ψ₀. At a position y far from both ends of the steps, the slices on one side supply a factor ψ₀ and those on the other side supply another. The joint probability density of the step positions is therefore ψ₀², and the free energy per unit length along y is the ground-state energy E₀.

Multiplying H by 2β/(k_BT)² leaves −Σ∂_j² for the kinetic part. With k = π/L the interaction becomes

2Ã k² Σ_{i<j} 1/sin²(k(x_i − x_j)),  Ã = Aβ/(k_BT)².

The number Ã is the dimensionless repulsion strength. The factor 2 in front of it comes from the ½ in the bending energy. This operator is the Calogero–Sutherland Hamiltonian, and its ground state is a product over pairs,

ψ₀ = Π_{i<j} |sin θ_ij|^λ,  θ_ij = k(x_i − x_j).

To verify this and find λ, use ∂_i²ψ/ψ = ∂_i² ln ψ + (∂_i ln ψ)². The first derivative is ∂_i ln ψ₀ = λk Σ_{j≠i} cot θ_ij, so that

Σ_i ∂_i²ψ₀/ψ₀ = −2λk² Σ_{i<j} 1/sin²θ_ij + λ²k² Σ_i (Σ_{j≠i} cot θ_ij)².

The last square contains terms with two steps and terms with three. The two-step terms are 2Σ_{i<j} cot²θ_ij = 2Σ_{i<j} 1/sin²θ_ij − N(N−1). For the three-step terms, take steps 1, 2, 3 and set a = θ₁₂, b = θ₂₃, c = θ₃₁, so that a + b + c = 0. Because the cotangent is odd,

cot θ₁₂ cot θ₁₃ + cot θ₂₁ cot θ₂₃ + cot θ₃₁ cot θ₃₂ = −(cot a cot c + cot a cot b + cot b cot c).

The addition formula cot(a+b) = (cot a cot b − 1)/(cot a + cot b), with cot(a+b) = −cot c, shows that the bracket equals 1. Each triple thus gives −1. It occurs twice, since the two factors can be taken in either order, and there are N(N−1)(N−2)/6 triples. The three-step terms add up to −N(N−1)(N−2)/3. Since N(N−1) + N(N−1)(N−2)/3 = N(N²−1)/3,

Σ_i ∂_i²ψ₀/ψ₀ = 2λ(λ−1)k² Σ_{i<j} 1/sin²θ_ij − λ²k² N(N²−1)/3.

The position-dependent part cancels the interaction if

λ(λ − 1) = Ã,

and what remains is the energy

E₀ = [(k_BT)²/(2β)] (π/L)² λ² N(N²−1)/3.

The product state is positive for every allowed arrangement. The true ground state is positive as well, because the slice weights are positive. Two eigenfunctions of a symmetric operator with different eigenvalues are orthogonal, which two positive functions cannot be, so the product state is the ground state.

The quadratic equation has the roots λ = [1 ± √(1+4Ã)]/2. Near contact ψ₀ varies as x^λ, and its kinetic energy contains ∫ x^(2λ−2) dx, which diverges at x = 0 unless λ > ½. For Ã > 0 the lower root is negative and is excluded for this reason. For Ã = 0 the lower root is λ = 0, a constant function that does not vanish at contact, and non-crossing forbids it. The upper root therefore holds for all Ã ≥ 0.

The distribution of one terrace width g = x₂ − x₁ follows by integrating ψ₀² over the other steps:

P(g) ∝ sin^(2λ)(πg/L) × ∫ (all other pair factors to the power 2λ).

As g → 0 the factors joining a third step to steps 1 and 2 become equal, and the integral tends to a finite positive number. In terms of the scaled width s = g/ℓ, P(s) ∝ s^r near contact, with r = 2λ:

**r = 1 + √(1 + 4Ã)**, or inversely Ã = r(r − 2)/4.

One factor of 2 has come from squaring the ground state. The exponent is exact within the model stated above.

Without energetic repulsion r = 2, so narrow terraces are rare even then: steps that may not cross lose freedom to wander when they are close. For weak repulsion r ≈ 2 + 2Ã. For strong repulsion r ≈ 1 + 2√Ã, and the leading part, 2√(Aβ)/(k_BT), falls as 1/T if A and β are held fixed. A weak inverse-square attraction, −¼ < Ã < 0, gives r between 1 and 2 if the finite-energy root is kept. Below Ã = −¼ the roots are complex, and solutions near contact oscillate as √x cos(κ ln x + φ), with κ = √(−Ã − ¼) and φ a constant phase. They change sign without end as x → 0, so no positive ground state exists. The continuum model then fails, and the short-range structure of the steps has to be specified.

The energy gives a second reading of λ. For many steps, E₀/N tends to

f = π²λ²(k_BT)²/(6βℓ²).

Inserting λ² = Ã + λ splits this into

f = π²A/(6ℓ²) + π²λ(k_BT)²/(6βℓ²).

The first term is the repulsion energy of straight, equally spaced steps, (A/ℓ²)(1 + 1/4 + 1/9 + …). The second is what wandering adds: the bending energy, the entropy lost by confinement, and the extra repulsion energy that arises because the widths fluctuate. The first term is therefore not the whole mean repulsion energy.

Because P(s) vanishes at s = 0, few terraces fall in the range where the power law holds. A form for the whole curve makes use of all the widths. Two steps held together by a quadratic confinement supply one. Let each step feel the energy κ_c x_j²/2 per unit length. For the separation x the confinement is κ_c x²/4, and the kinetic operator Σ∂_j² contributes 2∂_x². After multiplication by 2β/(k_BT)² and division by 2, the relative operator is

−∂_x² + Ã/x² + 4c²x²,  c = √(βκ_c)/(4k_BT).

For ψ = x^λ exp(−cx²) one has ψ′/ψ = λ/x − 2cx, and hence

ψ″/ψ = λ(λ−1)/x² − 2c(2λ+1) + 4c²x².

This is an eigenfunction, with eigenvalue 2c(2λ+1), for the same λ as before. Its square has the form called the generalized Wigner surmise,

P(s) = a s^r exp(−bs²).

The constants follow from ∫₀^∞ s^q exp(−bs²) ds = ½ b^(−(q+1)/2) Γ((q+1)/2). Unit norm (q = r) and unit mean (q = r+1) give

a = 2b^((r+1)/2)/Γ((r+1)/2),  b = [Γ((r+2)/2)/Γ((r+1)/2)]².

The case q = r+2 gives ⟨s²⟩ = (r+1)/(2b), so the variance is

σ² = (r+1)/(2b) − 1.

For two confined steps this curve is exact. For many steps it has the right contact exponent but is an approximation elsewhere. For large r, the expansion Γ(z+½)/Γ(z) ≈ √z [1 − 1/(8z)] with z = (r+1)/2 gives b ≈ z − ¼ and σ² ≈ 1/[2(r+1)]. A small relative error in σ² then shifts r by about −(r+1) times that error, and Ã by (r−1)/2 times the shift in r.

As an example take the round model parameters T = 1000 K, β = 8.00×10⁻¹¹ J/m, A = 8.00×10⁻³⁰ J·m and ℓ = 5.00 nm. With k_BT = 1.38065×10⁻²⁰ J,

Ã = (8.00×10⁻³⁰ × 8.00×10⁻¹¹)/(1.38065×10⁻²⁰)² = 3.3575,

r = 1 + √(1 + 4 × 3.3575) = 4.799,

and λ = 2.399. The surmise has a = 18.70 and b = 2.661, so σ² = 5.799/(2 × 2.661) − 1 = 0.0896. The standard deviation of the terrace width is √0.0896 × 5.00 nm = 1.50 nm. The free energy f is 1.57×10⁻¹³ J/m for A = 0 and λ² = 5.76 times as much, 9.03×10⁻¹³ J/m, with the repulsion. Of the latter, the fraction Ã/λ² = 58% is the energy of straight steps and the rest is added by wandering, extra repulsion included.

The mapping from paths to the operator H was tested on two steps with L = 10 nm. The slice weights themselves were put on a grid of 800 separations, with a slice thickness for which one step jumps by 0.1 nm (root mean square). The largest eigenvalue of that matrix gives a free energy of 1.35381×10⁻¹² J/m, and the formula for E₀ gives the same to the digits shown.

The exponent was tested on three steps, where the three-step terms first appear. The scaled operator was diagonalized on a grid of gaps with spacing L/180, and the logarithmic slope of P(g), taken between 0.08L and 0.20L, was extrapolated to g = 0:

Ã = 0.3125: r = 2.500 predicted, 2.497 measured
Ã = 2.0000: r = 4.000 predicted, 4.004 measured
Ã = 3.3575: r = 4.799 predicted, 4.805 measured
Ã = 6.0000: r = 6.000 predicted, 6.008 measured

The energies agree with the formula to within 0.06% in all four cases.

The surmise can be judged without sampling at Ã = 0. There λ = 1, and with z_j = exp(2πi x_j/L) the ground state is proportional to Π|z_i − z_j|, the modulus of a determinant of N plane waves: the steps are free fermions. The probability E(s) that an interval of length sℓ contains no step is the squared determinant integrated over the outside of the interval, which is the determinant of the overlaps of the plane waves there:

E(s) = det[δ_jk − S_jk],  S_jk = sin(π(j−k)s/N)/(π(j−k)),  S_jj = s/N.

An empty interval must lie within one terrace. A terrace of scaled width t > s leaves room t − s for it, so E(s) = ∫_s^∞ (t − s)P(t) dt. Integrating over s gives ∫E ds = ⟨s²⟩/2, and hence σ² = 2∫E ds − 1. For 60 steps this yields 0.1799, against 0.1781 from the surmise, which is 1.0% too low relative to the determinant. For 16 steps the determinant gives 0.1792, which is 0.4% below the value for 60.

At the example's Ã, Monte Carlo sampling of ψ₀² for 16 steps gives σ² = 0.0891 with a standard error of 0.0002. Here the surmise is (0.6 ± 0.2)% too high relative to the sample. If the sampled variance is treated as data and inverted through the surmise, the result is r = 4.830 ± 0.012 and Ã = 3.418 ± 0.022, where the errors are statistical. The inferred repulsion is A = 8.14×10⁻³⁰ J·m, (1.8 ± 0.7)% above the value put in, so this sample fixes the size of the bias only roughly, at a few percent at most. The shift in Ã is nearly three standard errors, so noise alone is an unlikely cause. The surmise's own error and the small number of steps can both contribute, and this calculation does not separate them. The amplification is as estimated above: 0.6% in the variance becomes about 0.03 in r and 0.06 in Ã.

In more familiar units the example has β ≈ 50 meV/Å and A ≈ 0.5 eV·Å. These are model values and do not describe a particular surface. A real sample can break the assumption of one uniform mean width. Suppose the local mean varies slowly across the analysed area with a relative standard deviation of 5%, while all widths are scaled by the overall mean. The variance then becomes (1 + 0.05²)(1 + σ²) − 1, an increase of 0.0025 × 1.09 = 0.0027, or 3% of σ². By the large-r estimate, r drops by about 0.18 and Ã by about 0.33, so the repulsion is underestimated by some 10%. That is well above the shift of (1.8 ± 0.7)% found in the sampling test. During growth there is a further difficulty: with a net flux onto the surface the configurations need not follow the Boltzmann weight, and a fitted r then defines an effective parameter rather than the equilibrium A. The size of that change depends on the growth kinetics and lies outside this model. Within the small-slope continuum model, the conversion requires that the steps have equilibrated, that their interaction is close to inverse-square over the widths sampled, and that the mean width is uniform. Even then, a value of r read from the variance carries the surmise's own error. The full set of computed values is in the numerical output.

Computed results

```
temperature = 1000 K
thermal energy kT = 1.38065e-20 J
step stiffness = 8.00e-11 J/m
repulsion coefficient A = 8.00e-30 J m
mean terrace width = 5.00 nm
dimensionless repulsion At = 3.3575
pair exponent lam = 2.3993
terrace exponent r = 4.7987
two steps, free energy from paths = 1.35381e-12 J/m
two steps, free energy from formula = 1.35381e-12 J/m
two steps, 1 - overlap of states = 4.0e-10
three steps: At, r formula, r measured, energy ratio, 1-overlap
  0.3125  2.5000  2.4973  0.99947  1.2e-07
  2.0000  4.0000  4.0043  0.99991  1.0e-09
  3.3575  4.7987  4.8046  0.99992  3.6e-09
  6.0000  6.0000  6.0076  0.99993  7.8e-09
six steps, worst relative local-energy error = 2.3e-07
surmise constant a = 18.6968
surmise constant b = 2.6609
surmise variance of s = 0.08960
surmise width deviation = 1.497 nm
At=0: variance, 16 steps, determinant = 0.17923
At=0: variance, 60 steps, determinant = 0.17994
At=0: variance, surmise = 0.17810
sampled variance of s, 16 steps = 0.08910
standard error of sampled variance = 0.00018
surmise / sampled variance = 1.0056
r inferred from sampled variance = 4.830
statistical error of inferred r = 0.012
At inferred from sampled variance = 3.418
statistical error of inferred At = 0.022
A inferred = 8.143e-30 J m
free energy per step length, A=0 = 1.5678e-13 J/m
free energy per step length, with A = 9.0254e-13 J/m
```
